Why a wide-band self-energy fails at a semiconductor band edge

**Q.** I am modelling a silicide contact on a thin silicon nanowire. One interface level sits between the metal and the wire, 30 meV above the wire's conduction-band edge, and the Fermi level lies 300 meV below that edge. I replace each lead by a constant self-energy −iΓ/2, with Γ_M = 36.0 meV for the metal and Γ_S = 43.2 meV for the silicon. I took Γ_S from the silicon's true broadening at the level's own energy, so it should be safe. At 300 K, I find a conductance of 1.5×10⁻² × 2e²/h, almost independent of temperature. I read this as tunnelling through the tail of the level.

**A.** Tunnelling into what? At the Fermi level the wire has no propagating state. Let us keep your level and metal, and solve the wire instead of assuming its self-energy.

Take the wire as a semi-infinite chain with sites j = 0, 1, 2, …, spacing a, site energy 2t and hopping −t, where t > 0. A wave e^{ikaj} has

E = 2t − 2t cos ka ≈ t k²a² for small ka,

so the band edge is E = 0 and the band ends at 4t. Matching to ħ²k²/2m gives t = ħ²/(2ma²). With m = 0.19 electron masses and a = 0.5 nm, t = 0.802 eV. The level, with bare energy ε, is joined to site 0 by −v_S, with v_S = 0.3 eV.

Let g be the Green function on the surface site: the amplitude at site 0 when a unit source acts there. Beyond site 0 lies an identical chain, driven by the source −tψ₀. Hence ψ₁ = −t g ψ₀, and the equation at site 0 is

1 = (E − 2t)ψ₀ + tψ₁ = (E − 2t − t²g)ψ₀.

Since ψ₀ = g for a unit source,

g = 1/(E − 2t − t²g).

Put y = tg and x = (E − 2t)/(2t). Then y² − 2xy + 1 = 0, so y = x ± √(x² − 1). The product of the roots is 1. With a small positive imaginary part added to E, the response must decay into the chain, which selects the root with |y| < 1. Inside the band its limit has Im g < 0, an outgoing wave.

The level drives the chain by −v_S d, where d is its amplitude, so site 0 has s₀ = −v_S g d. The chain acts back with −v_S s₀ = v_S² g d. This is a self-energy Σ_S = v_S² g:

in the band: Σ_S = (v_S²/t)[x − i√(1 − x²)],

below the edge: Σ_S = −(v_S²/t) e^{−κa}, with cosh κa = 1 + |E|/(2t).

"Exact" will mean exact for this chain, not for silicon.

**Q.** So below the edge the self-energy is real. But my level still has a tail there, because the metal broadens it. Why can that tail not carry current?

**A.** A density of states on the level and a current into the wire are different quantities. Let the metal be a chain too, centred at the Fermi energy E_F, with hopping −t_M and coupling −v_M. Its dispersion is E = E_F − 2t_M cos q. When detached from the level, it carries the standing wave

u_j = e^{−iq(j+1)} − e^{iq(j+1)}, u₀ = −2i sin q,

whose first term is a unit wave moving towards the contact. Attaching the level adds the response −v_M g_M d at the metal's surface. The level equation becomes

(E − ε)d = −v_M u₀ + v_M² g_M d + v_S² g_S d,

so

d = −v_M u₀ D, D = 1/(E − ε − Σ_M − Σ_S).

Define Γ = −2 Im Σ. For the metal, g_M = −e^{iq}/t_M and Γ_M = 2v_M² sin q/t_M. The incoming unit wave carries the flux 2t_M sin q/ħ, therefore

|d|² = 4v_M² sin²q |D|² = Γ_M (2t_M sin q)|D|².

The wire gains probability at the rate

(2/ħ) Im[s₀*(−v_S d)] = (2/ħ)v_S² Im(g_S*)|d|² = Γ_S|d|²/ħ.

Dividing by the incoming flux gives the transmission

T(E) = Γ_M Γ_S |D|².

In the gap Γ_S = 0 while |d|² is not zero. The electron visits the level, leaks a decaying distance into the wire, and returns to the metal. For coherent motion into an endless flat wire, T is zero there. At E_F your form gives instead

T = 36.0 × 43.2/(330² + 39.6²) ≈ 0.014,

with energies in meV. The 330 is the distance to your level, and 39.6 is half the total broadening. The constant Γ_S has supplied outgoing states which the wire does not possess.

**Q.** Then I could multiply Γ_S by a step function at the band edge. That removes the leak, and my resonance at 30 meV survives.

**A.** It removes the leak, but the resonance is also wrong. Write Σ_S = Λ_S − iΓ_S/2. If the isolated wire has eigenstates n with energy E_n and amplitude w_n on site 0, then

Σ_S(E) = v_S² Σ_n |w_n|²/(E − E_n + i0).

Define Γ_S(E′) = 2πv_S² Σ_n |w_n|² δ(E′ − E_n). The real part is then

Λ_S(E) = P∫ (dE′/2π) Γ_S(E′)/(E − E′),

where P denotes the principal value. The broadening, taken over all energies, fixes the shift. If Γ is constant over a range symmetric about E, the contributions from above and below cancel. At a band edge all the wire's states lie on one side and push the level down.

Your step function, cut off at a band top W, would itself require

Λ = (Γ/2π) ln|E/(E − W)|.

This diverges at the edge, so setting it to zero is inconsistent. The true chain has a finite shift because its broadening falls to zero as √E at the edge. From x = −1 + E/(2t),

1 − x² = (1 − x)(1 + x) = E/t − E²/(4t²),

and for 0 < E ≪ t,

Γ_S ≈ 2(v_S²/t)√(E/t), Λ_S → −v_S²/t.

Here v_S²/t = 0.0900/0.802 eV = 112 meV. At your bare level x = −0.981, so Λ_S = −110 meV and Γ_S = 43.2 meV. The shift you dropped is two and a half times the width you kept.

**Q.** What does this do to the transmission at 30 meV?

**A.** The metal also shifts the level, by only 0.6 meV. At E = ε the real part of the denominator is therefore 110.1 − 0.6 = 109.5 meV, and

exact: T = 36.0 × 43.2/(109.5² + 39.6²) ≈ 0.115,

wide band: T ≈ 0.991.

Both use the same Γ_S at this energy, so the difference comes from the missing shift. The state that you placed in the band is not resonant there.

**Q.** Where has it gone? A shift of −110 meV would put it at −80 meV, well inside the gap.

**A.** That uses the shift at the wrong energy. Detach the metal and look for a bound state, with E < 0:

F(E) = E − ε − Σ_S(E) = 0.

Let λ = e^{−κa}, with 0 < λ < 1. As E rises towards the edge, λ rises to 1 and Σ_S = −(v_S²/t)λ falls, so F increases steadily. It starts at −∞ and reaches v_S²/t − ε at the edge. There is one bound state below the band if

ε < v_S²/t,

and none if ε is larger. Your 30 meV is well below the 112 meV threshold. This inequality was tested by diagonalizing the level plus 2500 chain sites. With ε = 0.9 v_S²/t the lowest state lay more than 1 meV below the edge; with ε = 1.1 v_S²/t it lay above it.

For the position, use E = 2t − t(λ + 1/λ) = −t(1 − λ)²/λ. The condition becomes

2t − tλ − t/λ − ε + (v_S²/t)λ = 0.

Multiply by −λ/t and set β = v_S²/t²:

(1 − β)λ² − (2 − ε/t)λ + 1 = 0.

With β = 0.140 and ε/t = 0.0374, the root below 1 is λ = 0.768. Hence

E_b = −0.802 × (0.232)²/0.768 eV ≈ −56 meV.

The lead amplitudes are s_j = (v_S/t)λ^{j+1}d. Their total probability relative to |d|² is

β(λ² + λ⁴ + …) = βλ²/(1 − λ²),

so the fraction of the state on the level site is

Z = 1/[1 + βλ²/(1 − λ²)] = 0.83.

The rest is an evanescent tail in the wire. When the metal is attached, the level's density of states peaks at −56 meV too, and 77% of its spectral weight lies below the edge. That weight is what you would call a gap state. It gives no coherent transmission into the endless wire.

**Q.** I can repair my calculation, then. I keep a constant self-energy but use the complex value Σ_S(ε), with its shift and its width.

**A.** At E = ε that is correct by construction. Away from it, the constant carries the 43.2 meV broadening into the gap, and now the resonance goes there as well. The peak lies at

ε + Λ_S(ε) + Λ_M ≈ 30 − 110.1 + 0.4 ≈ −80 meV,

and its height is

4Γ_MΓ_S/(Γ_M + Γ_S)² = 4 × 36.0 × 43.2/79.2² ≈ 0.99.

You would predict nearly perfect transmission at an energy where the model has none. Three energies show how the forms differ, with the metal and the level held fixed:

E = −100 meV: exact 0; wide band 0.084; frozen complex value 0.786.
E = 10 meV: exact 0.098; wide band 0.781; frozen 0.162.
E = 100 meV: exact 0.083; wide band 0.244; frozen 0.046.

In the band the frozen value is closer than yours at these two energies, though it is still wrong by 66% and 45% of the exact values. In the gap at −100 meV it is worse.

**Q.** Is the trouble my choice of Γ_S? A different constant might do better.

**A.** A nonzero constant leaves Γ_S finite in the gap, and zero would close the band. The band-centre value, 2v_S²/t = 224 meV, raises your conductance from 1.5×10⁻² to 6.7×10⁻² in units of 2e²/h.

The difficulty is the energy dependence. Differentiating the in-band formula, with dx/dE = 1/(2t),

dΣ_S/dE = (v_S²/2t²)[1 + ix/√(1 − x²)],

|dΣ_S/dE| = (v_S²/2t²)/√(1 − x²).

This diverges at the edge. No window that touches the edge is narrow enough for a constant to be accurate throughout it in relative terms, since the true Γ_S falls to zero.

**Q.** But then why is a wide-band metal acceptable? It is a chain with edges as well.

**A.** Its edges are far away. I gave it t_M = 5 eV and v_M = 0.3 eV, so its band extends 10 eV to either side of E_F. At your bare level the slope |dΣ/dE| is 0.0018 for the metal and 0.36 for the wire. Over 100 meV the metal's self-energy changes by about 0.2 meV, against a width of 36 meV. Making the metal wide-band, while keeping the exact wire, changes T by at most 1.2% of its value between 1 and 200 meV above the edge.

The wide-band form is a limit of the same chain formula. Let E₀ be the band centre, and hold v²/t = Γ/2 while t grows. Then x = (E − E₀)/(2t) tends to zero and

Σ = (Γ/2)[x − i√(1 − x²)] ≈ −iΓ/2 + Γ(E − E₀)/(4t).

The edges E₀ ± 2t recede to infinity. The wide-band form describes a lead without a gap, which is why it cannot report one.

For a general lead, let δΣ be the constant minus the true self-energy. The new denominator is D⁻¹ − δΣ, so to first order D changes by the factor 1 + DδΣ. A constant is safe when |DδΣ| ≪ 1 and the fractional error in Γ is small, at every energy that contributes. The second condition fails at a threshold even if the first holds. If the true shift is nearly constant over those energies, it may be absorbed into ε. Here that works just above the edge, where Λ_S stays close to −v_S²/t = −112 meV, but not across the gap: at E_F the formula gives about −61 meV. In either case Γ_S must keep its energy dependence.

**Q.** My measurement would be an electrical conductance at finite temperature, which averages over energy. How much of this error survives at 300 K?

**A.** Most of the gap error does. For small bias V, the two Fermi functions differ by eV(−f′), and the coherent current gives

G = (2e²/h) ∫ T(E)(−f′) dE,

with the 2 for spin. Let θ be Boltzmann's constant times temperature, 25.9 meV at 300 K, and φ = 300 meV the barrier from E_F to the edge. Above the edge φ ≫ θ, so −f′ ≈ e^{−(φ+E)/θ}/θ. The exact wire therefore gives

G ≈ (2e²/h) e^{−φ/θ} ⟨T⟩, ⟨T⟩ = (1/θ)∫₀^∞ T(E)e^{−E/θ}dE.

The exponential is 9.1×10⁻⁶. The computed G is 8.7×10⁻⁷ × 2e²/h, or 67 pS, so ⟨T⟩ ≈ 0.095, in keeping with the transmissions above. Yours is 1.5×10⁻² × 2e²/h, or 1.2 μS. It is too large by a factor of 1.7×10⁴, and it comes mainly from energies near E_F, where T should vanish.

The temperature dependence separates the two. Define the activation energy as E_A = −d ln G/d(1/θ). Then

E_A = φ + θ d ln⟨T⟩/d ln θ.

Between 290 and 310 K the exact model gives 302 meV, close to the barrier. The wide-band model gives 4 meV. A nearly temperature-independent conductance is thus no evidence of tunnelling if the calculation has put false states in the gap.

**Q.** Could I use the square-root opening to get the conductance by hand?

**A.** At low enough temperature, yes. Just above the edge T ≈ C√E, with

C = Γ_M · 2(v_S²/t)/√t · |D(0)|² = 1.29 eV^{−1/2}.

Using ∫₀^∞ √E e^{−E/θ}dE = (√π/2)θ^{3/2},

G ≈ (2e²/h) C (√π/2)√θ e^{−φ/θ}.

This law has E_A = φ + θ/2. At 300 K it gives about 1.7×10⁻⁶ × 2e²/h, nearly twice the full result. The reason is visible at 10 meV, where C√E = 0.129 but the exact T is 0.098. At 30 meV the comparison is 0.223 against 0.115. The thermal window extends beyond the range of the leading law.

**Q.** Yet electrons do tunnel through semiconductor gaps. Your zero cannot be right for a device of finite length.

**A.** The zero belongs to an endless wire. If the wire has length L and ends in a drain with propagating states at the same energy, an evanescent amplitude of order e^{−κL} reaches the drain. The flux is its square:

T ∝ e^{−2κL},

provided κL is large enough that the part reflected back to the contact is negligible. I put the drain's band edge 0.4 eV below the wire's. At E = −50 meV the formula for κ gives 2κ = 0.996 per nm, and comparing wires of 15 and 30 nm gives the same decay rate to the digits shown. At 30 nm, T is 6×10⁻¹³. Your constant self-energy has no L in it and cannot describe this decay.

At 300 K the 30 nm wire has 0.92 of the endless wire's conductance, and only 0.02% of its conductance comes from below the edge. For this length and this flat barrier, real tunnelling does not rescue the wide-band answer. At 5 nm, energies below the edge already carry 94% of the conductance, which is then 7 times that of the endless wire but still far below the wide-band value. The thermally weighted transmission then peaks at the bound level near −56 meV, and the factor is sensitive to length: one site fewer gives 14, one site more gives 4. These are values for the one-band chain. Deep in the gap, silicon's valence band slows the decay, and a simple two-band estimate of κ, with |E| replaced by |E|(1 − |E|/E_g) and the bulk gap E_g = 1.12 eV, raises the factor of 7 to about 11; this is a model form, not silicon's complex band structure. A still shorter or thinner barrier would narrow the difference.

**Q.** How much of your example should I believe for an actual silicide contact?

**A.** The regime is that of a thin silicon wire, 3 nm wide and along a cube axis, with a gate holding its band flat. The masses and the barrier are rough. A 0.3 eV barrier is low: nickel silicide on n-type silicon has roughly 0.65 eV. The couplings, site spacing and bare level are chosen, not derived for an interface. The spacing matters because the shift collects contributions from the whole band, whose width depends on a. Keep the mass and the 43.2 meV broadening at 30 meV fixed. Then a = 0.25 nm gives a shift of −223 meV and a bound level at −150 meV, while a = 1 nm gives −53 and −14 meV. The conductance becomes 2.2×10⁻⁷ and 3.2×10⁻⁶ × 2e²/h, respectively. Treat these values as illustrations, not predictions for silicon; the zero transmission in the gap does not depend on a. Four equivalent valleys have the light mass along the wire; their self-energies on one level add, so a single chain with the summed v² represents them. The flat band is an assumption too. If the gate lowers the wire by 50 meV over a length scale of 5 nm, the conductance rises by a factor of 4.6, still far below the wide-band value.

The position of the bound level is less secure than the absence of gap transmission. If a valence band 1.12 eV below the edge couples with the same strength, the level moves from −56 to −27 meV. If instead the next subband couples equally, it moves to −112 meV; with both, it lies at −81 meV. This places the subband 136 meV above the edge, the value for a square wire with hard walls along the cube axes; a round wire of the same diameter would give about 210 meV. These couplings are assumptions used to size the effect. In the same square wire the heavy-axis valleys begin 174 meV above the edge. I left them out, but they can matter: represented by one heavy-mass chain with summed coupling v_S, they alone would move the level from −56 to about −180 meV. With the same coupling per valley as the four light valleys, that is half of v_S² for the two, it would move to about −123 meV. The widening of the gap by confinement is left out too, and it is not small: hard walls with parabolic masses raise the conduction edge of this square wire by about 265 meV, nearly the size of the assumed barrier.

**Q.** And interactions or phonons?

**A.** The level's occupation per spin is 0.021. As a rough charging energy I take the repulsion of two electrons one site spacing apart in bulk silicon, 246 meV. The mean-field shift is then 0.021 × 246 ≈ 5 meV, small beside the 110 meV shift from the wire. A thin wire screens less well, but three times this charging energy would still shift the level by only about 14 meV once the occupation is found self-consistently.

Phonons are a real omission. An electron on the bound level could absorb 56 meV and enter the band; the Boltzmann factor for that step is e^{−56.2/25.85} ≈ 0.11. I have not calculated the rate. The electron must still gain the full 300 meV between the Fermi level and the band edge, so this path does not justify your temperature-independent floor.

For your calculation, keep the wide-band metal under the conditions we found, and use the energy-dependent Σ_S for the wire, with both its real and imaginary parts. The numerical output lists the values for all three treatments; the minus sign on its zeros in the gap has no physical meaning.

Values computed for the example and the checks

```
axial mass, heavy mass (rough): 0.19, 0.92 m_e
site spacing: 0.5 nm; chain hopping t: 0.8021 eV
couplings v_S, v_M: 0.3, 0.3 eV; metal hopping: 5.0 eV
bare level above edge: 30.0 meV; barrier: 0.3 eV
temperature: 300 K; kT: 25.85 meV
self-energy at edge = -v_S^2/t: -112.21 meV
Lambda_S at bare level: -110.11 meV
Gamma_S at bare level (wide-band constant): 43.20 meV
Gamma_S at band centre: 224.41 meV
Gamma_M at bare level: 35.98 meV
|dSigma/dE| at bare level, semiconductor: 0.3634
|dSigma/dE| at bare level, metal: 0.00180
largest T error, wide-band metal, 1-200 meV: 1.17 %
bound level without metal: -56.18 meV from edge
its weight on the level site: 0.8325
level density peak with metal: -55.82 meV from edge
level spectral weight below edge, with metal: 0.7685
onset constant C in T = C sqrt(E): 1.289 eV^-1/2
transmission: E (meV), exact, wide-band, frozen complex Sigma
   -300.00  -0.00000  0.01408  0.03115
   -100.00  -0.00000  0.08376  0.78606
    -56.18  -0.00000  0.17139  0.73356
     10.00  0.09783  0.78108  0.16214
     30.00  0.11462  0.99147  0.11462
    100.00  0.08326  0.24406  0.04604
false peak of frozen Sigma: T = 0.9917 at -79.71 meV
G exact: 8.685e-07 x 2e^2/h = 67.29 pS
G wide-band: 1.506e-02 x 2e^2/h = 1.167e+06 pS
G wide-band, band-centre constant: 6.716e-02 x 2e^2/h
G frozen complex Sigma: 3.694e-02 x 2e^2/h
wide-band / exact conductance: 1.734e+04
activation energy, exact: 301.7 meV
activation energy, wide-band: 4.14 meV
wire length: 30.0 nm; drain edge offset: -0.4 eV
decay rate 2 kappa at -50 meV, law: 0.9961 /nm
decay rate at -50 meV, from finite wires: 0.9961 /nm
T at -50 meV through the finite wire: 5.62e-13
finite-wire / endless-wire conductance: 0.920
share of finite-wire conductance below edge: 1.70e-04
gate off flat band: drop 50 meV, length 5.0 nm
conductance ratio, bent / flat band: 4.57
silicon gap (rough): 1.12 eV; wire width: 3.0 nm
next subband above edge: 136.2 meV
heavy-axis valleys above edge: 174.5 meV
bound level with valence band: -26.57 meV
bound level with next subband: -112.14 meV
bound level with both: -80.91 meV
level occupation per spin: 0.0207
charging energy (permittivity 11.7, rough): 246 meV
charging shift = energy x occupation: 5.10 meV
Boltzmann factor, bound level to edge: 0.114
```
